**Accepted-only Metropolis averages follow π(x)a(x)/⟨a⟩, not π(x)**

Here π(x) is the target law and a(x) is the probability that a proposal made at x is accepted. The program solves for the stationary laws of a two-state chain and of a random six-state Hastings chain, and asserts that the full chain gives π while the accepted-only chain gives πa/⟨a⟩. For a harmonic oscillator with trial function exp(−αx²/2) and uniform proposals of half-width d, it asserts the closed formulas for a(x), the mean acceptance and the accepted-only ⟨x²⟩ against numerical quadrature. It also compares the predicted law with the stationary vector of a gridded chain, within the grid error. A simulation with α = 1.2 and d = 3 is averaged over all steps, over accepted moves, and over accepted moves weighted by 1/a(x); each mean of x² must lie within five standard errors of its prediction. The output shows an accepted-only energy of about 0.482 in units of ħω, below the exact ground-state energy 0.5, while the correct variational energy is 0.508. It also shows that the bias in ⟨x²⟩ changes sign with the step length, and that minimizing the accepted-only energy at d = 3 selects α ≈ 1.41 instead of 1.

## Numerical check

```python
"""Result under test: if rejected Metropolis steps are left out of the average,
the recorded configurations follow pi(x) a(x) / <a>, not the target pi(x).
  pi(x)  target law;  a(x)  probability that a proposal made at x is accepted
Oscillator example (hbar = m = omega = 1): trial function exp(-alpha x^2/2),
pi ~ exp(-alpha x^2), proposals uniform in [x-d, x+d], u = sqrt(alpha) d / 2,
R = (accepted-only mean of x^2) / (correct mean of x^2)."""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, erfcx

rng = np.random.default_rng(20)


def stationary(matrix):
    """Solve p = p M with sum(p) = 1 for a row-stochastic matrix M."""
    n = len(matrix)
    system = matrix.T - np.eye(n)
    system[-1] = 1.0
    rhs = np.zeros(n)
    rhs[-1] = 1.0
    return np.linalg.solve(system, rhs)


def hastings_flow(target, proposal):
    """Probability of an accepted move i -> j, given that the chain is at i."""
    n = len(target)
    flow = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            if proposal[i, j] > 0:
                ratio = target[j] * proposal[j, i] / (target[i] * proposal[i, j])
                flow[i, j] = proposal[i, j] * min(1.0, ratio)
    return flow


# ---- two states, the other state is always proposed
pi2 = np.array([0.8, 0.2])
flow2 = hastings_flow(pi2, np.array([[0.0, 1.0], [1.0, 0.0]]))
a2 = flow2.sum(axis=1)
full2 = stationary(flow2 + np.diag(1 - a2))
wrong2 = stationary(flow2 / a2[:, None])
assert np.allclose(full2, pi2) and np.allclose(wrong2, [0.5, 0.5])
print("Two states, target:", pi2, " acceptance a:", a2)
print("  mean stay 1/a (steps):", 1 / a2)
print("  law with repeats:", full2.round(4), " accepted only:", wrong2.round(4))

# ---- six states, random target and random unsymmetric proposals
pi6 = rng.random(6) + 0.1
pi6 /= pi6.sum()
q6 = rng.random((6, 6)) + 0.05
q6 /= q6.sum(axis=1)[:, None]
flow6 = hastings_flow(pi6, q6)
a6 = flow6.sum(axis=1)
full6 = stationary(flow6 + np.diag(1 - a6))
wrong6 = stationary(flow6 / a6[:, None])
predicted6 = pi6 * a6 / (pi6 @ a6)
assert np.allclose(full6, pi6, atol=1e-11)
assert np.allclose(wrong6, predicted6, atol=1e-11)
assert np.max(abs(wrong6 - pi6)) > 1e-3
f6 = rng.random(6)
covariance = pi6 @ (f6 * a6) - (pi6 @ f6) * (pi6 @ a6)
assert abs((wrong6 @ f6 - pi6 @ f6) - covariance / (pi6 @ a6)) < 1e-11
print("Six states, target:       ", pi6.round(4))
print("  acceptance a:           ", a6.round(4))
print("  accepted-only law:      ", wrong6.round(4))
print("  pi a / <a>:             ", predicted6.round(4))


# ---- oscillator: closed formulas
def acceptance(x, alpha, d):
    s, x = np.sqrt(alpha), np.abs(x)
    gap = np.maximum(d - 2 * x, 0.0)
    tails = (2 * erfcx(s * x)
             - np.exp(-alpha * d * (2 * x + d)) * erfcx(s * (x + d))
             - np.exp(-alpha * d * gap) * erfcx(s * (x + gap)))
    return (np.minimum(d, 2 * x) + np.sqrt(np.pi) / (2 * s) * tails) / (2 * d)


def mean_acceptance(u):
    return erfc(u) + (1 - np.exp(-u * u)) / (np.sqrt(np.pi) * u)


def ratio_R(u):
    e, c = np.exp(-u * u), np.sqrt(np.pi) * u * erfc(u)
    return ((4 / 3 * (1 - (1 + u * u) * e) + c * (1 + 4 * u * u / 3))
            / (1 - e + c))


def right_energy(alpha):
    return alpha / 4 + 1 / (4 * alpha)


def wrong_energy(alpha, d):
    R = ratio_R(np.sqrt(alpha) * d / 2)
    return alpha / 2 + (1 - alpha**2) * R / (4 * alpha)


alpha, d = 1.2, 3.0
u = np.sqrt(alpha) * d / 2

# local energy from the Hamiltonian, mean energy from the gradient form
X, AL = sp.symbols("x alpha", positive=True)
psi = sp.exp(-AL * X**2 / 2)
local = sp.simplify((-sp.diff(psi, X, 2) / 2 + X**2 * psi / 2) / psi)
assert sp.simplify(local - (AL / 2 + (1 - AL**2) * X**2 / 2)) == 0
norm = quad(lambda x: np.exp(-alpha * x * x), -9, 9)[0]
energy_quad = quad(lambda x: 0.5 * (alpha**2 + 1) * x * x
                   * np.exp(-alpha * x * x), -9, 9)[0] / norm
assert abs(energy_quad - right_energy(alpha)) < 1e-9

# acceptance from its definition
for step in (0.5, 3.0):
    for x in (0.0, 0.4, 1.3, 2.5):
        kinks = [p for p in (-x, x) if x - step < p < x + step]
        direct = quad(lambda y: min(1.0, np.exp(alpha * (x * x - y * y))),
                      x - step, x + step, points=kinks)[0] / (2 * step)
        assert abs(direct - acceptance(x, alpha, step)) < 1e-7


def moment(power, step, low=0.0, high=8.0, with_a=True):
    """Integral of x^power pi(x) [a(x)] over low < |x| < high."""
    def integrand(x):
        weight = acceptance(x, alpha, step) if with_a else 1.0
        return 2 * x**power * np.exp(-alpha * x * x) * weight / norm
    cut = min(max(step / 2, low), high)
    return quad(integrand, low, cut)[0] + quad(integrand, cut, high)[0]


for step in (0.3, 1.0, 3.0, 12.0):
    v = np.sqrt(alpha) * step / 2
    assert abs(moment(0, step) - mean_acceptance(v)) < 1e-7
    assert abs(moment(2, step) / moment(0, step) * 2 * alpha - ratio_R(v)) < 1e-7
assert abs((1 - ratio_R(1e-3)) / 1e-3 - 1 / np.sqrt(np.pi)) < 2e-3
assert abs(ratio_R(20.0) - 4 / 3) < 1e-12

# ---- stationary law of the accepted-only oscillator chain, solved on a grid
h = 0.03
grid = h * np.arange(-200, 201)
band = int(round(d / h))
separation = abs(np.subtract.outer(np.arange(401), np.arange(401)))
box = np.where(separation < band, 1.0, np.where(separation == band, 0.5, 0.0))
flow = box * h / (2 * d) * np.minimum(
    1.0, np.exp(alpha * (grid[:, None]**2 - grid[None, :]**2)))
grid_law = stationary(flow / flow.sum(axis=1)[:, None]) / h
formula_law = (np.exp(-alpha * grid**2) / norm * acceptance(grid, alpha, d)
               / mean_acceptance(u))
# tolerances allow for the second-order error of the grid spacing
assert np.max(abs(grid_law - formula_law)) < 1e-3
grid_x2 = h * np.sum(grid_law * grid**2)
assert abs(grid_x2 - ratio_R(u) / (2 * alpha)) < 1e-3

# ---- one simulation, three ways of averaging
walkers, steps = 4000, 1500
x = rng.normal(0.0, np.sqrt(1 / (2 * alpha)), walkers)
sums = np.zeros((3, walkers))
weights = np.zeros((3, walkers))
regions = {"|x| < 0.5": (0.0, 0.5), "|x| > 1.5": (1.5, 8.0)}
visits = {name: [0, 0] for name in regions}
for _ in range(steps):
    y = x + d * (2 * rng.random(walkers) - 1)
    moved = rng.random(walkers) < np.exp(np.minimum(0, alpha * (x * x - y * y)))
    x = np.where(moved, y, x)
    for k, w in enumerate((np.ones(walkers), moved * 1.0,
                           moved / acceptance(x, alpha, d))):
        sums[k] += w * x * x
        weights[k] += w
    for name, (low, high) in regions.items():
        inside = (abs(x) >= low) & (abs(x) < high)
        visits[name][0] += inside.sum()
        visits[name][1] += (inside & moved).sum()
means = sums.sum(axis=1) / weights.sum(axis=1)
spread = (sums - means[:, None] * weights) / weights.mean(axis=1)[:, None]
errors = spread.std(axis=1, ddof=1) / np.sqrt(walkers)
x2_right, x2_wrong = 1 / (2 * alpha), ratio_R(u) / (2 * alpha)
for mean, error, expected in zip(means, errors, (x2_right, x2_wrong, x2_right)):
    assert abs(mean - expected) < 5 * error
assert abs(means[1] - x2_right) > 20 * errors[1]
rate = weights[1].sum() / (walkers * steps)
assert abs(rate - mean_acceptance(u)) < 2e-3

print(f"Oscillator: alpha = {alpha}, d = {d}, u = {u:.4f} (oscillator units)")
print(f"  steps simulated: {walkers * steps}, walkers: {walkers}")
print(f"  mean acceptance: formula {mean_acceptance(u):.4f}, run {rate:.4f}")
for point in (0.0, 0.5, 1.0, 1.5, 2.0):
    print(f"  a({point}) = {acceptance(point, alpha, d):.4f}")
print(f"  density at x=0: pi {1 / norm:.4f}, accepted-only {formula_law[200]:.4f}")
print(f"  <x^2>: right {x2_right:.5f}, accepted-only {x2_wrong:.5f},"
      f" R = {ratio_R(u):.4f}")
print(f"  <x^2> accepted-only, grid chain: {grid_x2:.5f}")
labels = ("all steps", "accepted only", "accepted, weight 1/a")
for label, mean, error in zip(labels, means, errors):
    e_mean = alpha / 2 + (1 - alpha**2) * mean / 2
    e_error = abs(1 - alpha**2) * error / 2
    print(f"  run, {label}: <x^2> = {mean:.5f} +- {error:.5f},"
          f" E = {e_mean:.5f} +- {e_error:.5f}")
print(f"  E formula: right {right_energy(alpha):.5f},"
      f" accepted-only {wrong_energy(alpha, d):.5f}")
assert wrong_energy(alpha, d) < 0.5 < right_energy(alpha)
for name, (low, high) in regions.items():
    stay = visits[name][0] / visits[name][1]
    expected = moment(0, d, low, high, False) / moment(0, d, low, high)
    assert abs(stay / expected - 1) < 0.02
    print(f"  mean stay, {name}: run {stay:.3f}, formula {expected:.3f} steps")

print("Step length d, mean acceptance, R, accepted-only E (alpha = 1.2):")
for step in (0.1, 0.5, 1.0, 2.0, 3.0, 6.0):
    v = np.sqrt(alpha) * step / 2
    print(f"  {step:4.1f}  {mean_acceptance(v):.4f}  {ratio_R(v):.4f}"
          f"  {wrong_energy(alpha, step):.5f}")

scan = np.sign(ratio_R(np.linspace(0.01, 5, 2000)) - 1)
assert np.count_nonzero(np.diff(scan)) == 1
u_cross = brentq(lambda v: ratio_R(v) - 1, 0.3, 2.0)
d_cross = 2 * u_cross / np.sqrt(alpha)
x4_ratio = moment(4, d_cross) / moment(0, d_cross) / (3 / (4 * alpha**2))
assert abs(x4_ratio - 1) > 1e-3
print(f"Accidental R = 1: u = {u_cross:.4f}, d = {d_cross:.4f},"
      f" acceptance {mean_acceptance(u_cross):.4f}")
print(f"  there <x^4> accepted-only / right = {x4_ratio:.4f}")
u_half = brentq(lambda v: mean_acceptance(v) - 0.5, 0.3, 3.0)
print(f"Acceptance 0.5: u = {u_half:.4f}, d = {2 * u_half / np.sqrt(alpha):.4f},"
      f" R = {ratio_R(u_half):.4f}")

best = minimize_scalar(lambda b: wrong_energy(b, d), bounds=(0.3, 4.0),
                       method="bounded", options={"xatol": 1e-9})
far = minimize_scalar(lambda b: wrong_energy(b, 1e3), bounds=(0.3, 4.0),
                      method="bounded", options={"xatol": 1e-9})
true = minimize_scalar(right_energy, bounds=(0.3, 4.0), method="bounded",
                       options={"xatol": 1e-9})
assert abs(far.x - np.sqrt(2)) < 1e-5 and abs(far.fun - np.sqrt(2) / 3) < 1e-9
assert abs(true.x - 1) < 1e-5 and abs(true.fun - 0.5) < 1e-9 and best.fun < 0.5
print(f"Minimum of right E: alpha = {true.x:.4f}, E = {true.fun:.5f}")
print(f"Minimum of accepted-only E, d = 3: alpha = {best.x:.4f}, E = {best.fun:.5f}")
print(f"Same, large-step limit: alpha = {far.x:.4f}, E = {far.fun:.5f}")
print("finished without a failed check")
```

Running it gives:

```
Two states, target: [0.8 0.2]  acceptance a: [0.25 1.  ]
  mean stay 1/a (steps): [4. 1.]
  law with repeats: [0.8 0.2]  accepted only: [0.5 0.5]
Six states, target:        [0.1541 0.2275 0.0899 0.2524 0.2064 0.0696]
  acceptance a:            [0.6756 0.59   0.9879 0.6858 0.8225 0.7616]
  accepted-only law:       [0.144  0.1857 0.1228 0.2394 0.2348 0.0733]
  pi a / <a>:              [0.144  0.1857 0.1228 0.2394 0.2348 0.0733]
Oscillator: alpha = 1.2, d = 3.0, u = 1.6432 (oscillator units)
  steps simulated: 6000000, walkers: 4000
  mean acceptance: formula 0.3404, run 0.3405
  a(0.0) = 0.2697
  a(0.5) = 0.3263
  a(1.0) = 0.4411
  a(1.5) = 0.5404
  a(2.0) = 0.5319
  density at x=0: pi 0.6180, accepted-only 0.4896
  <x^2>: right 0.41667, accepted-only 0.53439, R = 1.2825
  <x^2> accepted-only, grid chain: 0.53441
  run, all steps: <x^2> = 0.41597 +- 0.00053, E = 0.50849 +- 0.00012
  run, accepted only: <x^2> = 0.53347 +- 0.00060, E = 0.48264 +- 0.00013
  run, accepted, weight 1/a: <x^2> = 0.41592 +- 0.00046, E = 0.50850 +- 0.00010
  E formula: right 0.50833, accepted-only 0.48243
  mean stay, |x| < 0.5: run 3.461, formula 3.464 steps
  mean stay, |x| > 1.5: run 1.865, formula 1.864 steps
Step length d, mean acceptance, R, accepted-only E (alpha = 1.2):
   0.1  0.9691  0.9721  0.51089
   0.5  0.8474  0.9154  0.51608
   1.0  0.7056  0.9422  0.51364
   2.0  0.4812  1.1369  0.49578
   3.0  0.3404  1.2825  0.48243
   6.0  0.1717  1.3333  0.47778
Accidental R = 1: u = 0.7362, d = 1.3441, acceptance 0.6185
  there <x^4> accepted-only / right = 0.9718
Acceptance 0.5: u = 1.0397, d = 1.8983, R = 1.1161
Minimum of right E: alpha = 1.0000, E = 0.50000
Minimum of accepted-only E, d = 3: alpha = 1.4144, E = 0.47711
Same, large-step limit: alpha = 1.4142, E = 0.47140
finished without a failed check
```
